# Wigner Transfer Operators: Algebra, Completeness and Consistent Partner Phases: a program that tests the result

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""
Wigner transfer operators for a finite group G of order g:
    P[a,i,j] = (d_a/g) sum_R conj(D_a(R)[i,j]) O_R
D_a: unitary irreducible matrices of dimension d_a; O_R: operators on a space.
Claims tested:
    P[a,i,j] P[b,k,l] = delta_ab delta_jk P[a,i,l],   sum_(a,i) P[a,i,i] = 1,
    O_R = sum D_a(R)[i,j] P[a,i,j],
    and P[a,i,j] phi (fixed j) are partners with fixed relative phases.
Cases: C3v on the atomic orbitals of NH3 (RHF/STO-3G), and the rotation
group T on a 12-point orbit with complex irreducible matrices.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto


def transfer_operators(irreps, ops):
    result = {}
    for name, mats in irreps.items():
        d = mats[0].shape[0]
        for i in range(d):
            for j in range(d):
                total = sum(np.conj(D[i, j]) * O for D, O in zip(mats, ops))
                result[name, i, j] = d / len(ops) * total
    return result


def partner_error(functions, mats, ops):
    """Largest violation of O_R f_j = sum_i f_i D(R)[i,j]; f_j are columns."""
    return max(np.abs(O @ functions - functions @ D).max()
               for D, O in zip(mats, ops))


def algebra_errors(irreps, ops):
    P = transfer_operators(irreps, ops)
    n = ops[0].shape[0]
    product = 0.0
    for (a, i, j), left in P.items():
        for (b, k, l), right in P.items():
            expected = P[a, i, l] if (a == b and j == k) else np.zeros((n, n))
            product = max(product, np.abs(left @ right - expected).max())
    unit = sum(p for (a, i, j), p in P.items() if i == j)
    complete = np.abs(unit - np.eye(n)).max()
    inversion = 0.0
    right_law = 0.0
    for r, O in enumerate(ops):
        rebuilt = sum(irreps[a][r][i, j] * p for (a, i, j), p in P.items())
        inversion = max(inversion, np.abs(rebuilt - O).max())
        for (a, i, j), p in P.items():
            D = irreps[a][r]
            expected = sum(D[j, k] * P[a, i, k] for k in range(D.shape[0]))
            right_law = max(right_law, np.abs(p @ O - expected).max())
    left_law = 0.0
    for a, mats in irreps.items():
        d = mats[0].shape[0]
        for j in range(d):
            for seed in range(n):
                f = np.array([P[a, i, j][:, seed] for i in range(d)]).T
                left_law = max(left_law, partner_error(f, mats, ops))
    return product, complete, inversion, left_law, right_law


def orthogonality_error(irreps):
    """The table sqrt(d/g) D[i,j](R) must be square and unitary."""
    rows = []
    for mats in irreps.values():
        d = mats[0].shape[0]
        for i in range(d):
            for j in range(d):
                rows.append([np.sqrt(d / len(mats)) * D[i, j] for D in mats])
    table = np.array(rows)
    assert table.shape[0] == table.shape[1]
    one = np.eye(len(table))
    return max(np.abs(table @ table.conj().T - one).max(),
               np.abs(table.conj().T @ table - one).max())


# ---------- ammonia: geometry, group and orbital operators ----------
radius, depth = 0.94, 0.38      # angstrom: H distance from axis, H below N


def rotation_z(k):
    t = 2 * np.pi * k / 3
    return np.array([[np.cos(t), -np.sin(t), 0],
                     [np.sin(t), np.cos(t), 0], [0, 0, 1.0]])


mirror = np.diag([1.0, -1.0, 1.0])
c3v = [rotation_z(k) @ m for m in (np.eye(3), mirror) for k in range(3)]
hydrogens = [rotation_z(k) @ np.array([radius, 0, -depth]) for k in range(3)]
atoms = [("N", (0.0, 0.0, 0.0))] + [("H", tuple(h)) for h in hydrogens]
mol = gto.M(atom=atoms, basis="sto-3g", unit="Angstrom", verbose=0)
nao = mol.nao_nr()
assert nao == 8

orbital_ops = []
for R in c3v:
    O = np.zeros((nao, nao))
    O[0, 0] = O[1, 1] = 1.0                 # N 1s, N 2s
    O[2:5, 2:5] = R                         # N 2px, 2py, 2pz
    for a, h in enumerate(hydrogens):
        b = int(np.argmin([np.linalg.norm(R @ h - q) for q in hydrogens]))
        O[5 + b, 5 + a] = 1.0               # H 1s orbitals are permuted
    orbital_ops.append(O)

# Operator matrices against the definition (O_R f)(r) = f(R^-1 r)
rng = np.random.default_rng(3)
points = rng.normal(size=(40, 3)) * 1.5
values = mol.eval_gto("GTOval_sph", points)
for R, O in zip(c3v, orbital_ops):
    moved = mol.eval_gto("GTOval_sph", points @ R)
    assert np.abs(moved - values @ O).max() < 1e-10

c3v_irreps = {"A1": [np.eye(1) for R in c3v],
              "A2": [np.array([[np.linalg.det(R)]]) for R in c3v],
              "E": [R[:2, :2] for R in c3v]}

# ---------- group T with complex irreducible matrices ----------
cycle = np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0]], dtype=float)
signs = [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]
labels = [(k, s) for k in range(3) for s in signs]
tetra = [np.diag(s) @ np.linalg.matrix_power(cycle, k) for k, s in labels]
omega = np.exp(2j * np.pi / 3)
U = np.linalg.qr(rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3)))[0]
t_irreps = {"A": [np.eye(1) for R in tetra],
            "E+": [np.array([[omega**k]]) for k, s in labels],
            "E-": [np.array([[omega**(-k)]]) for k, s in labels],
            "T": [U @ R @ U.conj().T for R in tetra]}
orbit = [R @ np.array([1.0, 2.0, 3.0]) for R in tetra]
t_ops = [np.array([[float(np.linalg.norm(R @ p - q) < 1e-9) for p in orbit]
                   for q in orbit]) for R in tetra]

# ---------- algebra on both cases ----------
names = ("product rule", "completeness", "recovery of O_R",
         "left law (partners)", "right law")
for group, irreps, ops in (("C3v", c3v_irreps, orbital_ops),
                           ("T", t_irreps, t_ops)):
    orth = orthogonality_error(irreps)
    errors = algebra_errors(irreps, ops)
    assert orth < 1e-12 and max(errors) < 1e-12
    dims = [m[0].shape[0] for m in irreps.values()]
    print(f"{group}: order {len(ops)}, irrep dimensions {dims}, "
          f"sum of squares {sum(d * d for d in dims)}")
    print(f"{group}: largest error, orthogonality table: {orth:.0e}")
    for name, err in zip(names, errors):
        print(f"{group}: largest error, {name}: {err:.0e}")

# Leaving out the complex conjugation must spoil the partner law
unconjugated = {a: [D.conj() for D in mats] for a, mats in t_irreps.items()}
Q = transfer_operators(unconjugated, t_ops)
wrong = partner_error(Q["E+", 0, 0][:, :1], t_irreps["E+"], t_ops)
assert wrong > 0.01
print(f"T: partner-law violation without conjugation (E+): {wrong:.4f}")

# Only multiples of the unit matrix commute with all E matrices
one2 = np.eye(2)
conditions = np.vstack([np.kron(one2, D) - np.kron(D.T, one2)
                        for D in c3v_irreps["E"]])
commutant = 4 - np.linalg.matrix_rank(conditions, tol=1e-10)
assert commutant == 1
print(f"C3v: dimension of the commutant of the E matrices: {commutant}")

# ---------- restricted Hartree-Fock for ammonia ----------
S = mol.intor("int1e_ovlp")
core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri = mol.intor("int2e").reshape(nao, nao, nao, nao)
n_occ = mol.nelectron // 2


def fock(density):
    coulomb = np.einsum("pqrs,rs->pq", eri, density)
    exchange = np.einsum("prqs,rs->pq", eri, density)
    return core + coulomb - 0.5 * exchange


def density_from(F):
    C = eigh(F, S)[1][:, :n_occ]
    return 2 * C @ C.T


density = density_from(core)
for iteration in range(1000):
    new = density_from(fock(density))
    change = np.abs(new - density).max()
    density = 0.5 * (density + new)
    if change < 1e-11:
        break
F = fock(density)
assert np.abs(F @ density @ S - S @ density @ F).max() < 1e-8
energy = 0.5 * np.sum(density * (core + F)) + mol.energy_nuc()
for O in orbital_ops:
    assert np.abs(O.T @ S @ O - S).max() < 1e-10
    assert np.abs(O.T @ F @ O - F).max() < 1e-8

bond = np.linalg.norm(hydrogens[0])
angle = np.degrees(np.arccos(hydrogens[0] @ hydrogens[1] / bond**2))
print(f"NH3: H distance from axis {radius:.2f}, H below N {depth:.2f} angstrom")
print(f"NH3: N-H length {bond:.4f} angstrom, H-N-H angle {angle:.2f} degrees")
print(f"NH3: RHF/STO-3G total energy {energy:.6f} hartree")

# ---------- partners from transfer operators ----------
P = transfer_operators(c3v_irreps, orbital_ops)
for (a, i, j), p in P.items():              # adjoint in the overlap metric
    assert np.abs(S @ p - P[a, j, i].T @ S).max() < 1e-10
mult = {a: np.trace(P[a, 0, 0]) for a in c3v_irreps}
for a, m in mult.items():
    rank = np.linalg.matrix_rank(P[a, 0, 0], tol=1e-9)
    assert abs(m - rank) < 1e-10
    print(f"NH3: multiplicity of {a} from the trace: {abs(m):.0f}")
assert abs(mult["A1"] + mult["A2"] + 2 * mult["E"] - nao) < 1e-10


def norm2(f):
    return f @ S @ f


unit = np.eye(nao)
p_pair = np.array([P["E", i, 0] @ unit[2] for i in range(2)]).T
h_pair = np.array([P["E", i, 0] @ unit[5] for i in range(2)]).T
print("P_11 h1, coefficients on h1 h2 h3:", np.round(h_pair[5:, 0], 4) + 0.0)
print("P_21 h1, coefficients on h1 h2 h3:", np.round(h_pair[5:, 1], 4) + 0.0)
print("P_21 2px, coefficients on 2px 2py 2pz:", np.round(p_pair[2:5, 1], 4) + 0.0)
print(f"H 1s - H 1s overlap: {S[5, 6]:.5f}")
print(f"squared norms of P_11 h1, P_21 h1: "
      f"{norm2(h_pair[:, 0]):.5f}, {norm2(h_pair[:, 1]):.5f}")
assert abs(norm2(h_pair[:, 0]) - norm2(h_pair[:, 1])) < 1e-10
assert abs(norm2(h_pair[:, 0]) - unit[5] @ S @ P["E", 0, 0] @ unit[5]) < 1e-10
assert abs(h_pair[:, 0] @ S @ h_pair[:, 1]) < 1e-10
p_pair = p_pair / np.sqrt(norm2(p_pair[:, 0]))
h_pair = h_pair / np.sqrt(norm2(h_pair[:, 0]))

row_basis = [np.array([p_pair[:, i], h_pair[:, i]]).T for i in range(2)]
F_rows = [B.T @ F @ B for B in row_basis]
S_rows = [B.T @ S @ B for B in row_basis]
assert np.abs(F_rows[0] - F_rows[1]).max() < 1e-8
assert np.abs(S_rows[0] - S_rows[1]).max() < 1e-10
cross = np.abs(row_basis[0].T @ F @ row_basis[1]).max()
assert cross < 1e-8 and abs(F_rows[0][0, 1]) > 0.01
for i in range(2):
    f = F_rows[i]
    print(f"E row {i + 1}: Fock pp {f[0, 0]:.5f}, ph {f[0, 1]:.5f}, "
          f"hh {f[1, 1]:.5f} hartree; overlap ph {S_rows[i][0, 1]:.5f}")
print(f"largest Fock element between rows 1 and 2: {cross:.0e} hartree")

# ---------- separate diagonal projections of one seed ----------
separate = np.array([P["E", i, i] @ unit[6] for i in range(2)]).T
print("P_11 h2, coefficients on h1 h2 h3:", np.round(separate[5:, 0], 4) + 0.0)
print("P_22 h2, coefficients on h1 h2 h3:", np.round(separate[5:, 1], 4) + 0.0)
true_partner = P["E", 1, 0] @ unit[6]
print("P_21 h2, coefficients on h1 h2 h3:", np.round(true_partner[5:], 4) + 0.0)
n1, n2 = norm2(separate[:, 0]), norm2(separate[:, 1])
assert abs(n2 / n1 - 3) < 1e-9
print(f"squared norms of P_11 h2, P_22 h2: {n1:.5f}, {n2:.5f}; "
      f"ratio {n2 / n1:.4f}")
separate = separate / np.sqrt([n1, n2])
violation = partner_error(separate, c3v_irreps["E"], orbital_ops)
assert violation > 0.1
couplings = [p_pair[:, i] @ F @ separate[:, i] for i in range(2)]
assert abs(couplings[0] + couplings[1]) < 1e-8
print(f"partner-law violation after normalizing both: {violation:.4f}")
print(f"their Fock couplings to 2px, 2py: {couplings[0]:.5f}, "
      f"{couplings[1]:.5f} hartree")

# ---------- adapted blocks against the full spectrum ----------
A = np.array([P["A1", 0, 0] @ unit[k] for k in (0, 1, 4, 5)]).T
a1_levels = eigh(A.T @ F @ A, A.T @ S @ A, eigvals_only=True)
e_levels = eigh(F_rows[0], S_rows[0], eigvals_only=True)
full = eigh(F, S, eigvals_only=True)
joined = np.sort(np.concatenate([a1_levels, e_levels, e_levels]))
assert np.abs(joined - full).max() < 1e-7
ev = physical_constants["Hartree energy in eV"][0]
print("A1 levels (hartree):", " ".join(f"{x:.5f}" for x in a1_levels))
print("E levels, each twice (hartree):", " ".join(f"{x:.5f}" for x in e_levels))
print(f"lower E level: {e_levels[0] * ev:.3f} eV")
print(f"largest difference from full spectrum: "
      f"{np.abs(joined - full).max():.0e} hartree")
print("verified")
```

Printed output:

```
C3v: order 6, irrep dimensions [1, 1, 2], sum of squares 6
C3v: largest error, orthogonality table: 3e-16
C3v: largest error, product rule: 7e-16
C3v: largest error, completeness: 4e-16
C3v: largest error, recovery of O_R: 4e-16
C3v: largest error, left law (partners): 6e-16
C3v: largest error, right law: 5e-16
T: order 12, irrep dimensions [1, 1, 1, 3], sum of squares 12
T: largest error, orthogonality table: 4e-16
T: largest error, product rule: 1e-16
T: largest error, completeness: 8e-17
T: largest error, recovery of O_R: 2e-16
T: largest error, left law (partners): 1e-16
T: largest error, right law: 1e-16
T: partner-law violation without conjugation (E+): 0.1443
C3v: dimension of the commutant of the E matrices: 1
NH3: H distance from axis 0.94, H below N 0.38 angstrom
NH3: N-H length 1.0139 angstrom, H-N-H angle 106.82 degrees
NH3: RHF/STO-3G total energy -55.454191 hartree
NH3: multiplicity of A1 from the trace: 4
NH3: multiplicity of A2 from the trace: 0
NH3: multiplicity of E from the trace: 2
P_11 h1, coefficients on h1 h2 h3: [ 0.6667 -0.3333 -0.3333]
P_21 h1, coefficients on h1 h2 h3: [ 0.      0.5774 -0.5774]
P_21 2px, coefficients on 2px 2py 2pz: [0. 1. 0.]
H 1s - H 1s overlap: 0.21304
squared norms of P_11 h1, P_21 h1: 0.52464, 0.52464
E row 1: Fock pp -0.31352, ph -0.60574, hh -0.25943 hartree; overlap ph 0.56198
E row 2: Fock pp -0.31352, ph -0.60574, hh -0.25943 hartree; overlap ph 0.56198
largest Fock element between rows 1 and 2: 4e-16 hartree
P_11 h2, coefficients on h1 h2 h3: [-0.3333  0.1667  0.1667]
P_22 h2, coefficients on h1 h2 h3: [ 0.   0.5 -0.5]
P_21 h2, coefficients on h1 h2 h3: [ 0.     -0.2887  0.2887]
squared norms of P_11 h2, P_22 h2: 0.13116, 0.39348; ratio 3.0000
partner-law violation after normalizing both: 1.5942
their Fock couplings to 2px, 2py: 0.60574, -0.60574 hartree
A1 levels (hartree): -15.30440 -1.08907 -0.35187 0.63782
E levels, each twice (hartree): -0.57203 0.72970
lower E level: -15.566 eV
largest difference from full spectrum: 1e-15 hartree
verified
```
